\section*{Kelvin cross-bridge with a narrow contact: the two-dimensional sheet correction}

\section{What dimensions allow}

A Kelvin cross-bridge sends a current $I$ through a film into a metal contact and reads the film potential on a second arm, the tap, which carries no net current. Let the film have sheet resistance $R_s$ and the contact a specific resistance $\rho_c$, in ohm times area. The contact is a square of side $l$ and area $A=l^2$. It is centred in the square of side $W$ where arm and tap meet at a right angle; both have width $W=l+2d$. The metal is taken as an equipotential at zero.

With long arms, the Kelvin resistance $R_K=V_{\rm tap}/I$ depends on $R_s,\rho_c,l$ and $W$. The length that can be formed from the two resistances is the transfer length $L_T=\sqrt{\rho_c/R_s}$. Hence
\begin{equation}
R_K=R_s\,F\!\left(\frac{L_T}{l},\frac{W}{l}\right),\qquad
\frac{\rho_c}{A}=R_s\left(\frac{L_T}{l}\right)^2 .
\end{equation}
The naive reading, $\rho_{\rm app}=R_KA$, assumes that $F=(L_T/l)^2$ whatever the ratio $W/l$. But if $F$ tends to a positive number as $L_T\to0$, then $\rho_{\rm app}/\rho_c=F\,(l/L_T)^2$ grows without limit. The better the contact, the worse the reading. This happens when film surrounds the contact.

\section{Where the naive reading fails}

The algebra holds in atomic units, where Ohm's law keeps its form; the example uses ohm, $\mu$m and cm. Let the film be uniform and thin, so that its potential $V(x,y)$ does not vary through its thickness. The current per unit width is $\mathbf K=-\nabla V/R_s$. Under the metal a current density $V/\rho_c$ leaves the film, so $\nabla\cdot\mathbf K=-\chi V/\rho_c$, with $\chi=1$ under the metal and $0$ elsewhere. Therefore
\begin{equation}
\nabla^2V=\chi V/L_T^2 .
\label{sheet}
\end{equation}
Free edges are insulated, $\partial V/\partial n=0$. At the end of the current arm the current enters uniformly, so with $n$ pointing outward $\partial V/\partial n=R_sI/W$.

Charge conservation fixes one average. All the current leaves through the contact, so $I=\int_c V\,dA/\rho_c$, and
\begin{equation}
\langle V\rangle_c=I\rho_c/A .
\label{mean}
\end{equation}
A tap that read this mean would make the naive formula right. What it reads follows from averaging across its width. Let $y$ run along the tap and $v(y)=W^{-1}\int V\,dx$. There is no metal in the tap and its sides are insulated, so $v''=-W^{-1}[\partial_xV]_{\rm sides}=0$. No net current flows, so $v'=0$. The tap reads the mean potential of its mouth, not that of the contact. With $d>0$ the mouth borders on bare film, through which current passes round the contact.

\section{A lower bound and a slope}

Multiply (\ref{sheet}) by a test function $\varphi$ and integrate by parts. For unit current fed at the arm, the potential $u$ satisfies
\begin{equation}
B(u,\varphi)\equiv\int\nabla u\cdot\nabla\varphi\,dA
+\frac{R_s}{\rho_c}\int_c u\varphi\,dA
=R_s\langle\varphi\rangle_{\rm arm},
\label{weak}
\end{equation}
where $\langle\cdot\rangle_{\rm arm}$ averages over the arm end. Let $w$ be the potential for unit current fed at the tap, so that $B(w,\varphi)=R_s\langle\varphi\rangle_{\rm tap}$. In these terms $R_K=\langle u\rangle_{\rm tap}$.

Both potentials are positive. To see this, put $\varphi=u_-=\min(u,0)$ in (\ref{weak}). The left side becomes $\int|\nabla u_-|^2dA+(R_s/\rho_c)\int_cu_-^2dA\ge0$, while the right side is not positive. Both vanish, so $u_-=0$. The strong maximum principle then excludes interior zeros.

Now differentiate (\ref{weak}) with respect to $\rho_c$ at fixed $R_s$ and fixed $\varphi$. With $\dot u=du/d\rho_c$,
\begin{equation}
B(\dot u,\varphi)-\frac{R_s}{\rho_c^2}\int_cu\varphi\,dA=0 .
\end{equation}
Choose $\varphi=w$. Since $B$ is symmetric, $B(\dot u,w)=R_s\langle\dot u\rangle_{\rm tap}=R_s\,dR_K/d\rho_c$, and
\begin{equation}
\frac{dR_K}{d\rho_c}=\frac1{\rho_c^2}\int_cuw\,dA>0 .
\label{slope}
\end{equation}
As $\rho_c\to0$ the film under the metal is pinned at zero. The bare film still joins arm to tap when $d>0$, and the potential there is a positive solution of Laplace's equation. Thus $R_K\to gR_s$ with $g>0$ fixed by the shape. By (\ref{slope}), $R_K>gR_s$ for every positive $\rho_c$, so
\begin{equation}
\rho_c\le gR_sA\quad\Longrightarrow\quad R_KA>\rho_c .
\label{bound}
\end{equation}
In this range the sheet model makes the apparent value too large. For larger $\rho_c$ the bound is silent, and the excess $E=R_K-\rho_c/A$ must be found otherwise.

\section{Two limits of a sealed square}

Cut off the arms. Feed the current uniformly through the side $x=0$ of the corner square and read the mean potential on $y=W$. This sealed square isolates the effect of the margin $d$.

\subsection{Resistive contact}

For $L_T\gg W$ the potential is nearly uniform and the contact draws the density $I/A$ to leading order. Write $V=I\rho_c/A+R_sI\,f$. By (\ref{mean}) $f$ has zero mean over the contact, so $E/R_s$ is the mean of $f$ on the tap side. Measure lengths in $W$, let $\lambda=l/W$, and expand
\begin{equation}
f=a_{00}+{\sum_{m,n}}'a_{mn}\cos(m\pi x)\cos(n\pi y),
\end{equation}
where the prime omits $m=n=0$. Let $c_m$ be the contact average of $\cos(m\pi x)$:
\begin{equation}
c_m=\cos\frac{m\pi}2\,\frac{\sin(m\pi\lambda/2)}{m\pi\lambda/2},\qquad c_0=1 ,
\end{equation}
which vanishes for odd $m$. Projecting the leading-order equation on each cosine product, whose square integrates to $1/(\varepsilon_m\varepsilon_n)$ with $\varepsilon_0=1$ and $\varepsilon_{m>0}=2$, gives
\begin{equation}
\frac{\pi^2(m^2+n^2)}{\varepsilon_m\varepsilon_n}a_{mn}
=\delta_{n0}-c_mc_n .
\end{equation}
The first term on the right is the feed, the second the uniform sink. Subtract the contact mean of $f$ from its tap mean:
\begin{align}
\frac E{R_s}&=\sum_{n\ge1}(-1)^na_{0n}-{\sum_{m,n}}'a_{mn}c_mc_n\\
&=-4\sum_{n\ge1}\frac{c_n}{\pi^2n^2}
+{\sum_{m,n}}'\frac{\varepsilon_m\varepsilon_nc_m^2c_n^2}{\pi^2(m^2+n^2)} .
\end{align}
In the second line $(-1)^n$ became $1$ because odd $c_n$ vanish; the tap and the feed contribute equal halves of the first sum. The Fourier series $\sum_{n\ge1}2\cos(n\pi x)/(\pi^2n^2)=\tfrac13-x+\tfrac12x^2$ has the contact average $-(1-\lambda^2)/24$, since the mean of $(x-\frac12)^2$ is $\lambda^2/12$. Hence
\begin{equation}
\frac E{R_s}=\frac{1-\lambda^2}{12}
+{\sum_{m,n}}'\frac{\varepsilon_m\varepsilon_nc_m^2c_n^2}{\pi^2(m^2+n^2)} .
\label{large}
\end{equation}
This is positive for $\lambda<1$ and zero for $\lambda=1$. At $\lambda=1/2$ the terms are $0.0625$ and $0.0505$, in total $0.1130$; the grid solution described below also gives $0.1130$ at $L_T=300\,\mu$m, $W=10\,\mu$m.

\subsection{Narrow margin}

Now let $\rho_c$ be arbitrary but $d$ small, with $W$ fixed. A full contact gives one-dimensional potentials:
\begin{equation}
u=\frac{R_sL_T}{W}\frac{\cosh[(W-x)/L_T]}{\sinh(W/L_T)},\qquad
w=\frac{R_sL_T}{W}\frac{\cosh(y/L_T)}{\sinh(W/L_T)} .
\end{equation}
Each has mean $\rho_c/W^2$. The side mean of $u$ on $y=W$ is the same number, so $E=0$.

Removing the contact from a ring of width $d$ changes the second term of $B$. The argument that led to (\ref{slope}) gives, to first order, $\delta R_K=\rho_c^{-1}\int_{\rm ring}uw\,dA$. Each pair of opposite sides contributes $d\,[u(0)+u(W)]\,\rho_c/W$, so
\begin{equation}
\frac{\delta R_K}d=\frac2W[u(0)+u(W)]
=\frac{2R_sL_T}{W^2}\coth\frac W{2L_T},
\end{equation}
where $\coth a+1/\sinh a=\coth(a/2)$ was used. The ideal value also rises, because the area shrinks: $\delta(\rho_c/A)/d=4\rho_c/W^3$. The difference is
\begin{equation}
\left.\frac{dE}{dd}\right|_{d=0}=\frac{4R_s}W\left[
\frac{L_T}{2W}\coth\frac W{2L_T}-\frac{L_T^2}{W^2}\right]>0 .
\label{ring}
\end{equation}
The sign follows because the first term divided by the second is $z\coth z>1$, with $z=W/(2L_T)$. For $W=10\,\mu$m and $L_T=3\,\mu$m, (\ref{ring}) gives $0.0284R_s$ per $\mu$m, and the grid solution $0.0285R_s$ per $\mu$m. Trimming the contact raises $R_K$ faster than it raises $\rho_c/A$.

\section{The scheme that replaces the naive one}

The remedy must solve (\ref{sheet}) in the real outline and invert $R_K(\rho_c)$. Divide the film into square cells of side $h$. The current from cell $p$ to a neighbour $q$ is $(V_p-V_q)/R_s$, since a square has resistance $R_s$ whatever its size. A cell under the metal also loses $h^2V_p/\rho_c$. With $I_p$ the current fed to the cell,
\begin{equation}
\sum_q(V_p-V_q)+\chi_p\frac{h^2}{L_T^2}V_p=R_sI_p .
\label{cells}
\end{equation}
Insulated edges need no equation: the missing neighbour is left out. The current $I$ is shared equally among the cells at the arm end, and $V_{\rm tap}$ is the average over the last row of the tap. Summing (\ref{cells}) over all cells cancels the internal currents and reproduces (\ref{mean}) on the grid. The matrix is symmetric, and its quadratic form
$\sum_{\rm faces}(V_p-V_q)^2+\sum_p\chi_ph^2V_p^2/L_T^2$
is positive, so the solution is unique.

One factorization yields both $u$ and $w$. The slope (\ref{slope}) becomes $h^2\rho_c^{-2}\sum_cu_pw_p$, and costs one more back-substitution. Given a measured $R_{\rm m}$, iterate
\begin{equation}
\rho\leftarrow\rho-\frac{R_K(\rho)-R_{\rm m}}{dR_K/d\rho},
\qquad \rho_{\rm start}=R_{\rm m}A .
\label{newton}
\end{equation}
Because $R_K$ increases with $\rho_c$, there is at most one root. If $R_{\rm m}<gR_s$ there is none, and the measurement, the assumed outline, $R_s$ or the model is wrong. A step to a negative $\rho$ should be shortened.

\subsection{Two checks by other roads}

The sealed square can be solved at finite $L_T$ by putting the cosine expansion into (\ref{weak}). With 30 cosines per direction, $l=5\,\mu$m, $W=10\,\mu$m and $L_T=1\,\mu$m, this gives $R_K=0.1434R_s$; the cells give $0.1435R_s$.

The inner corner between arm and tap needs its own check. Consider a right-angle bend without metal, and map it from the upper half-plane by
\begin{equation}
\frac{dz}{d\zeta}=\frac C\zeta\sqrt{\frac{\zeta-1}{\zeta+1}} .
\end{equation}
The arm ends lie at $\zeta=0,\infty$, the inner corner at $1$, the outer at $-1$. With $\zeta=e^s$ the film becomes a strip of width $\pi$, and far from the corner $W=\pi|C|$. From $s=0$ to a large $S$ the inner edge has length $|C|(S-D)$, where $D=\int_0^\infty[1-\sqrt{\tanh(s/2)}]\,ds$. The whole bend has $2S/\pi$ squares and its two straight arms $2(S-D)/\pi$, which leaves $2D/\pi$ for the corner. Substituting $q^2=\tanh(s/2)$, so that $ds=4q\,dq/(1-q^4)$,
\begin{align}
D&=\int_0^1\frac{4q\,dq}{(1+q)(1+q^2)}
=\int_0^1\left[\frac{2(1+q)}{1+q^2}-\frac2{1+q}\right]dq\\
&=\frac\pi2-\ln2 .
\end{align}
The corner counts as $1-(2/\pi)\ln2=0.5587$ squares. Cells of $0.125\,\mu$m in a film $10\,\mu$m wide give $0.560$, with the leak to the metal made negligible.

\section{A worked contact}

Take $R_s=5000\,\Omega$ per square, $\rho_c=5\times10^{-5}\,\Omega\,$cm$^2$, $l=5\,\mu$m and $W=10\,\mu$m, hence $d=2.5\,\mu$m. Then
\begin{align}
L_T&=\sqrt{\frac{5\times10^{-5}}{5000}}\ {\rm cm}=10^{-4}\ {\rm cm}=1\,\mu{\rm m},\\
\frac{\rho_c}A&=\frac{5\times10^{-5}}{25\times10^{-8}}\,\Omega=200\,\Omega .
\end{align}
The cells give $R_K=743\,\Omega$. Halving $h$ twice, from $0.25$ to $0.0625\,\mu$m, moves the result by less than $1\,\Omega$, and doubling the arms from $10$ to $20\,\mu$m moves it by about $0.01\%$. The naive reading is
\begin{equation}
\rho_{\rm app}=743\times25\times10^{-8}
=1.86\times10^{-4}\,\Omega\,{\rm cm}^2,
\end{equation}
which is 3.7 times the true value. The mean potential under the metal, divided by $I$, is still $200\,\Omega$.

About 57\% of the current enters the contact through its front edge. The tap-side edge takes 21\%, the far side 18\% and the rear 5\%. All of it crosses the bare film in front of the contact, and some 43\% goes on round the front corners to the other three edges.

The floor is $g\simeq0.073$, or $366\,\Omega$. By (\ref{bound}) the naive value is too large for $\rho_c$ up to about $9\times10^{-5}\,\Omega\,$cm$^2$, which covers this contact. Beyond that the evidence for the full device is computed. With $R_s$ and the outline fixed, $\rho_{\rm app}/\rho_c$ is about $23$, $3.7$, $1.30$ and $1.03$ for $\rho_c=5\times10^{-6}$, $5\times10^{-5}$, $5\times10^{-4}$ and $5\times10^{-3}\,\Omega\,$cm$^2$. For resistive contacts the excess tends to $0.1225R_s\simeq613\,\Omega$; cells of $0.125\,\mu$m give $0.1224R_s$. Since $\rho_c/A=2000\,\Omega$ in the third case, this limit predicts a ratio of $1.31$, close to the computed $1.30$.

Next hold $l$, $R_s$ and $\rho_c$ fixed and vary the margin, so that arm and tap widen together. For $d=0$, $1.25$, $2.5$ and $5\,\mu$m cells of $0.125\,\mu$m give an excess of $10$, $308$, $543$ and $875\,\Omega$. These values carry a grid error of up to about one ohm: on refinement the second becomes $309\,\Omega$, and the small value at $d=0$ settles near $11\,\Omega$, between 5 and 6\% of the ideal value. It comes from opening the square to its arms, since the sealed square with a full contact has no excess. A contact as wide as its taps thus removes most of the error here, but not all.

For the inversion, the value from the finest grid serves as the measurement and cells of $0.125\,\mu$m as the model. Starting from $1.86\times10^{-4}$, (\ref{newton}) gives $4.39$, $4.99$ and $5.00\times10^{-5}\,\Omega\,$cm$^2$. This tests the numerical inversion, not the physical model.

Recovery has a price. The computed slope is $A\,dR_K/d\rho_c=1.20$, so a relative error in $R_K$ is multiplied by $743/(1.20\times200)\simeq3.1$ in $\rho_c$. Since $R_K$ is homogeneous of degree one in $R_s$ and $\rho_c$ at fixed outline, $R_s\,\partial R_K/\partial R_s=743-240=503\,\Omega$. An $R_s$ assumed 1\% too high therefore makes the inferred $\rho_c$ about $503/240\simeq2.1\%$ too low.

\section{Beside a real oxide contact}

The parameters are rough values for a conductive, plasma-treated amorphous In--Ga--Zn--O film, $50\,$nm thick, under a metal contact. Treatment and interface can shift $\rho_c$ by orders of magnitude, so the factor 3.7 belongs to this example, not to the material. One assumption open to doubt is a film of equal resistance under and beside the metal. Halving the resistance under the metal alone changes $R_K$ by $-9\%$; doubling it gives $+13\%$. Moving the metal $0.5\,\mu$m toward the tap gives $-12\%$, and away from it $+13\%$. If ignored, these four changes shift the inferred $\rho_c$ by about $-27$, $+43$, $-35$ and $+41\%$, close to what the factor 3.1 predicts.

Two other omissions are much smaller. Under a uniform contact current the vertical current in the film grows linearly from zero at its base, so its dissipation adds $R_st^2/3$ to $\rho_c$, with $t$ the thickness; this is $0.08\%$ here. One square of metal at a rough $1\,\Omega$ is $0.13\%$ of $R_K$. At $I=1\,\mu$A the largest contact drop is $0.8\,$mV, against a thermal voltage of $26\,$mV at $300\,$K.

For tunnelling, take a depletion barrier $\phi(1-x/s)^2$ with donor density $N$, mass $m$ and permittivity $\varepsilon$. In atomic units Poisson's equation gives $s^2=2\varepsilon\phi/(4\pi N)$. For an electron at the band edge of the undepleted film the tunnelling exponent is
\begin{equation}
2\int_0^s\sqrt{2m\phi}\left(1-\frac xs\right)dx
=s\sqrt{2m\phi}=\frac\phi{E_{00}},\qquad
E_{00}=\frac12\sqrt{\frac{4\pi N}{m\varepsilon}} .
\end{equation}
With a mobility of $10\,$cm$^2$/Vs, $R_s$ implies $N\simeq2.5\times10^{19}\,$cm$^{-3}$ if every donor gives one electron. For $m=0.34$ and $\varepsilon=10$, $E_{00}\simeq0.05\,$eV. The contact drop is far below this scale too, which supports a linear contact at this current. A barrier of $0.3\,$eV, a rough value, gives $s\simeq3.6\,$nm, about 7\% of the thickness, so depletion alone would raise the film resistance under the metal by about 8\%; the example leaves this out. A free-electron estimate puts the Fermi energy near $0.09\,$eV, so the film is degenerate; that affects the barrier estimate, while the sheet equation needs only $R_s$ and $\rho_c$. At larger currents, or with a blocking interface, $\rho_c$ depends on the local voltage, and (\ref{sheet}) must be solved with a nonlinear contact law. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
film sheet resistance 5000 ohm/sq
true rho_c 5.00e-05 ohm cm2
tap width 10.0 um, contact side 5.0 um
transfer length 1.000 um
ideal rho_c/A 200.00 ohm
line front resistance: grid 0.20012, formula 0.20002 R_s
sealed full contact: R_K*A/rho_c = 1.000000
sealed narrow contact: grid 0.14347, cosines 0.14336 R_s
large-rho_c excess terms 0.06250 + 0.05045 R_s
large-rho_c excess: grid 0.11302, formula 0.11295 R_s
narrow-margin rate at L_T 3 um: grid 0.02848, formula 0.02844 R_s/um
bend: grid 0.5599, conformal map 0.5587 squares
full device large-rho_c excess 0.1224 R_s
cell 0.2500 um: R_K 743.31 ohm
cell 0.1250 um: R_K 742.84 ohm
cell 0.0625 um: R_K 742.95 ohm
doubling the arms changes R_K by 0.0146 %
mean potential under metal / I 200.00 ohm
apparent rho_c 1.857e-04 ohm cm2, ratio 3.715
current through front edge 56.63 %
current through tap-side edge 20.64 %
current through rear edge 5.11 %
current through far-side edge 17.62 %
A dR_K/drho_c: difference 1.20147, overlap 1.20147
zero-rho_c floor 0.07321 R_s = 366.03 ohm
floor as apparent rho_c 9.151e-05 ohm cm2
rho_c 5e-06 ohm cm2: apparent/true 23.412
rho_c 5e-05 ohm cm2: apparent/true 3.714
rho_c 5e-04 ohm cm2: apparent/true 1.300
rho_c 5e-03 ohm cm2: apparent/true 1.031
margin 0.00 um: excess 9.93 ohm
margin 1.25 um: excess 308.06 ohm
margin 2.50 um: excess 542.84 ohm
margin 5.00 um: excess 874.79 ohm
Newton 1: rho_c 4.3875e-05 ohm cm2
Newton 2: rho_c 4.9933e-05 ohm cm2
Newton 3: rho_c 5.0024e-05 ohm cm2
Newton 4: rho_c 5.0025e-05 ohm cm2
film under metal x0.5: R_K change -9.15 %
film under metal x2.0: R_K change 13.47 %
metal moved +0.5 um to tap: R_K change -11.73 %
metal moved -0.5 um to tap: R_K change 12.87 %
film 50 nm: vertical term/rho_c 0.083 %
one square of metal (1 ohm) / R_K 0.135 %
mobility 10 cm2/Vs, mass 0.34, eps 10, barrier 0.3 eV
electron density 2.50e+19 cm-3, Fermi energy 0.092 eV
tunnelling energy E00 0.0503 eV, kT(300 K) 0.0259 eV
current 1 uA: peak contact drop 0.795 mV
arm field 5.0e-06 MV/cm
self-heating about 1.7e-04 K (glass 1 W/mK)
rho_c(350 K)/rho_c(300 K) about 0.843
\end{verbatim}
